\section*{Quasiclassical Dipole Elements and Photoionization of Low-l Rydberg States}

\section{Result and regime}

For a hydrogen atom, in atomic units, the radial dipole element between two highly excited states of low angular momentum, $l'=l\pm1$, is to leading order
\begin{equation}
|\langle n'l'|r|nl\rangle|\simeq\frac{C\,\omega^{-5/3}}{(nn')^{3/2}},\qquad
C=\frac{(4/3)^{1/3}}{\Gamma(1/3)}=0.41085,
\label{main}
\end{equation}
where $\omega=E'-E>0$. If the final state lies in the continuum and is normalized per unit energy, the factor $n'^{-3/2}$ is replaced by 1. The squared element, and with it the ionization rate in a field of fixed amplitude, then falls as $\omega^{-10/3}$. The cross section contains one more factor $\omega$ and falls as $\omega^{-7/3}$.

The conditions follow from the scales of the motion. An electron falling towards the nucleus with nearly zero energy has $\dot r^2\simeq 2/r$, hence $r^3\sim t^2$. A frequency $\omega$ selects times $t\sim1/\omega$, hence radii $r\sim\omega^{-2/3}$ and kinetic energies of order $1/r\sim\omega^{2/3}$. Four requirements result:
\begin{itemize}
\item The binding energy is small beside the kinetic energy, $n^{-2}\ll\omega^{2/3}$, or $\omega n^3\gg1$; likewise $\omega n'^3\gg1$ for a bound final state. The orbit is then nearly parabolic where it matters.
\item The photon energy is small beside the kinetic energy, $\omega\ll\omega^{2/3}$, or $\omega^{1/3}\ll1$.
\item The action, of order $\sqrt r\sim\omega^{-1/3}$, is large. This is the same condition.
\item The pericentre, of order $L^2$, lies well inside $\omega^{-2/3}$, so $L\omega^{1/3}\ll1$.
\end{itemize}
For ionization $\omega>1/(2n^2)$, so $\omega n^3>n/2$, and the first requirement holds for every large $n$. It fails for transitions between neighbouring levels, where $\omega n^3\sim1$.

\section{From the matrix element to the orbit}

Let $u=rR(r)$ be the radial function and $p=\sqrt{2E+2/r-L_l^2/r^2}$ the radial momentum, with the usual quasiclassical value $L_l=l+\tfrac12$. Between the turning points
\begin{equation}
u=\frac{N}{\sqrt p}\cos\!\left(\Phi-\frac{\pi}{4}\right),\qquad
\Phi=\int_{r_{\min}}^{r}p\,dr .
\end{equation}
The mean of $\cos^2$ is $\tfrac12$, and $\int dr/p$ over the allowed region is half the period $T=2\pi n^3$. Normalization gives $N^2T/4=1$, so $N=2/\sqrt T$.

In $\int u'ru\,dr$ the product of cosines is half the cosine of the phase difference plus half the cosine of the phase sum. The second oscillates rapidly, because $\Phi$ is large at the important radii, and is dropped. With $dr/p=dt$, time being counted from pericentre,
\begin{equation}
R=\frac{2}{\sqrt{TT'}}\int r\cos(\Phi'-\Phi)\,dt .
\end{equation}
The derivatives of the action are
\begin{equation}
\frac{\partial\Phi}{\partial E}=\int\frac{dr}{p}=t,\qquad
\frac{\partial\Phi}{\partial L}=-\int\frac{L\,dr}{r^2p}=-\phi ,
\end{equation}
where $\phi$ is the polar angle from pericentre. The moving lower limit contributes nothing because $p=0$ there. Expanding about the mean energy $\bar E=(E+E')/2$ and the mean angular momentum removes the second-order terms:
\begin{equation}
\Phi'-\Phi\simeq\omega t-\Delta l\,\phi,\qquad \Delta l=l'-l=\pm1 .
\end{equation}
The mean of $l+\tfrac12$ and $l'+\tfrac12$ is $L=\max(l,l')$. Each energy derivative brings a factor of order $\omega^{-2/3}$, so the neglected $\omega^3\,\partial_E^3\Phi$ is of order $\omega^3\,\omega^{-1/3}\,\omega^{-2}=\omega^{2/3}$, which is small.

Since $\sqrt{TT'}=2\pi(nn')^{3/2}$,
\begin{equation}
R=\frac{1}{\pi(nn')^{3/2}}\int_0^\infty r\cos(\omega t-\Delta l\,\phi)\,dt .
\label{fourier}
\end{equation}
The upper limit should be the time of apocentre. On a closed orbit, with $\omega$ an integer multiple of the orbital frequency, the boundary terms of repeated integration by parts vanish there by symmetry. The integral is therefore extended to infinity with a factor $e^{-\epsilon t}$, $\epsilon\to0$, which discards the contribution of the far end. For two different levels, or for a continuum state, this is an assumption; the comparison with exact hydrogen functions below bears on it.

\section{First derivation: the parabola}

Set $\bar E=0$ and keep $L$. The orbit is $r=L^2/(1+\cos\phi)$. With $\eta=\tan(\phi/2)$ one has $1+\cos\phi=2/(1+\eta^2)$, and
\begin{equation}
r=\frac{L^2}{2}(1+\eta^2),\quad
x=r\cos\phi=\frac{L^2}{2}(1-\eta^2),\quad
y=r\sin\phi=L^2\eta .
\end{equation}
Conservation of angular momentum, $L\,dt=r^2d\phi$, and $d\phi=2\,d\eta/(1+\eta^2)$ give
\begin{equation}
dt=\frac{L^3}{2}(1+\eta^2)\,d\eta,\qquad
t=\frac{L^3}{2}\left(\eta+\frac{\eta^3}{3}\right).
\end{equation}
The integrand of (\ref{fourier}) is $x\cos\omega t+\Delta l\,y\sin\omega t$. It is even in $t$, so the integral is half of that over the whole line. Integration by parts, with $dx=-L^2\eta\,d\eta$ and $dy=L^2d\eta$, gives
\begin{align}
\int_{-\infty}^{\infty}x\cos\omega t\,dt&=-\frac1\omega\int\sin\omega t\,dx
=\frac{L^2}{\omega}\int_{-\infty}^{\infty}\eta\sin\omega t\,d\eta,\\
\int_{-\infty}^{\infty}y\sin\omega t\,dt&=\frac1\omega\int\cos\omega t\,dy
=\frac{L^2}{\omega}\int_{-\infty}^{\infty}\cos\omega t\,d\eta .
\end{align}

Put $\eta=2\sinh(\psi/3)$. The identity $\sinh3\theta=4\sinh^3\theta+3\sinh\theta$ turns $\eta+\eta^3/3$ into $\tfrac23\sinh\psi$, so that
\begin{equation}
\omega t=\xi\sinh\psi,\qquad \xi=\frac{\omega L^3}{3}.
\end{equation}
Also $d\eta=\tfrac23\cosh(\psi/3)\,d\psi$ and $\eta\,d\eta=\tfrac23\sinh(2\psi/3)\,d\psi$. Now shift $\psi\to\psi+i\pi/2$. Inside the strip $e^{i\xi\sinh\psi}$ decays at both ends, and on the new line it equals $e^{-\xi\cosh\psi}$. The hyperbolic factors become
\begin{align}
\cosh\!\left(\frac{\psi}{3}+\frac{i\pi}{6}\right)&=\frac{\sqrt3}{2}\cosh\frac{\psi}{3}+\text{odd part},\\
\sinh\!\left(\frac{2\psi}{3}+\frac{i\pi}{3}\right)&=\frac{i\sqrt3}{2}\cosh\frac{2\psi}{3}+\text{odd part}.
\end{align}
The odd parts integrate to zero. With $K_\nu(\xi)=\int_0^\infty e^{-\xi\cosh\psi}\cosh\nu\psi\,d\psi$,
\begin{equation}
\int_{-\infty}^{\infty}\cos\omega t\,d\eta=\frac{2}{\sqrt3}K_{1/3}(\xi),\qquad
\int_{-\infty}^{\infty}\eta\sin\omega t\,d\eta=\frac{2}{\sqrt3}K_{2/3}(\xi).
\end{equation}
Taking half the sum and inserting it in (\ref{fourier}) gives
\begin{equation}
R=\frac{L^2}{\pi\sqrt3\,\omega\,(nn')^{3/2}}\left[K_{2/3}(\xi)+\Delta l\,K_{1/3}(\xi)\right].
\label{bessel}
\end{equation}

\subsection{Low angular momentum}

For small $\xi$, $K_\nu\simeq\tfrac12\Gamma(\nu)(2/\xi)^\nu$, and $2/\xi=6/(\omega L^3)$. The first term dominates, and its $L^{-2}$ cancels the prefactor $L^2$:
\begin{equation}
R_0=\frac{6^{2/3}\Gamma(2/3)}{2\pi\sqrt3}\,\frac{\omega^{-5/3}}{(nn')^{3/2}} .
\end{equation}
The reflection formula $\Gamma(1/3)\Gamma(2/3)=2\pi/\sqrt3$ gives $\Gamma(2/3)/(2\pi\sqrt3)=1/[3\Gamma(1/3)]$. The coefficient is thus $6^{2/3}/[3\Gamma(1/3)]=(36/27)^{1/3}/\Gamma(1/3)=C$, as in (\ref{main}).

The next terms come from $K_{1/3}$. Its series, including the second term, is
\begin{equation}
K_{1/3}\simeq\frac{\Gamma(1/3)}{2}\left(\frac2\xi\right)^{1/3}
\left[1-\frac{\Gamma(2/3)}{\Gamma(4/3)}\left(\frac\xi2\right)^{2/3}\right].
\end{equation}
Dividing by the leading $K_{2/3}$, and using $\Gamma(4/3)=\tfrac13\Gamma(1/3)$ in the second term, one finds
\begin{equation}
\frac{R}{R_0}\simeq1+\Delta l\left(AL\omega^{1/3}-\frac{L^3\omega}{2}\right),\qquad
A=\frac{\Gamma(1/3)}{6^{1/3}\Gamma(2/3)}=1.0887 .
\label{Lcorr}
\end{equation}
The term in $L^3\omega$ belongs to the parabola and is not the whole correction of order $\omega$ for hydrogen, since the expansion about the mean energy and angular momentum was not carried that far. For $L=1$, exact elements at $\bar E=0$ ($n=300$, $\omega=1/n^2$) give a coefficient between $0.56$ and $0.58$ in place of $\tfrac12$; the term dominates only as $L$ grows. Absorption favours $l\to l+1$: the rotating dipole then turns in the same sense as the electron. The correction falls only as $\omega^{1/3}$, so (\ref{main}) is approached slowly.

\subsection{The opposite limit}

Formula (\ref{bessel}) also covers $\xi\gg1$, if $1\ll L\ll n$ and $\omega L^2\ll1$, so that the photon energy stays below the kinetic energy at pericentre, and if the neglected energy terms stay small in the phase itself. Near pericentre each energy derivative brings a factor $L^2$, so the phase, of order $\xi$, is shifted by amounts of order $\xi|\bar E|L^2$ and $\xi(\omega L^2)^2$; both must be small compared with 1. There $K_\nu\simeq\sqrt{\pi/2\xi}\,e^{-\xi}[1+(4\nu^2-1)/8\xi]$. The element becomes exponentially small, because a smooth passage of duration $L^3$ has few Fourier components above $L^{-3}$. For $\Delta l=-1$ the leading terms cancel and the bracket is smaller than for $\Delta l=+1$ by a factor $1/(12\xi)$. The power law (\ref{main}) therefore ends at $\omega\sim L^{-3}$.

\section{Second derivation: radial fall}

Now set $L=0$ first. The electron falls along a line and returns along it, so $\phi$ jumps to $\pi$ at the nucleus and $\cos(\omega t\mp\pi)=-\cos\omega t$. At zero energy $\sqrt r\,dr=\sqrt2\,dt$, hence $\tfrac23r^{3/2}=\sqrt2\,t$ and
\begin{equation}
r=a\,t^{2/3},\qquad a=\left(\frac92\right)^{1/3}.
\end{equation}
Rotating the contour to $t=i\tau/\omega$ gives $\int_0^\infty t^{s-1}e^{i\omega t}dt=\Gamma(s)\,\omega^{-s}e^{i\pi s/2}$. With $s=5/3$,
\begin{equation}
R_0=-\frac{a\,\Gamma(5/3)\cos(5\pi/6)}{\pi}\frac{\omega^{-5/3}}{(nn')^{3/2}}
=\frac{\sqrt3\,a\,\Gamma(5/3)}{2\pi}\frac{\omega^{-5/3}}{(nn')^{3/2}} .
\end{equation}
Since $\Gamma(5/3)=\tfrac23\Gamma(2/3)$ and $\sqrt3\,\Gamma(2/3)/(2\pi)=1/\Gamma(1/3)$, the coefficient is $\tfrac23(9/2)^{1/3}/\Gamma(1/3)=(4/3)^{1/3}/\Gamma(1/3)=C$ again. The exponent $-5/3$ is that of the singular return, $r\propto t^{2/3}$, at the nucleus.

\subsection{First corrections}

Small $L$ leaves the angle short of $\pi$ by
\begin{equation}
\delta(t)=\int_t^\infty\frac{L\,dt'}{r^2}=\frac{L}{a^2}\int_t^\infty t'^{-4/3}dt'=\frac{3L}{a^2}t^{-1/3}.
\end{equation}
Then $\cos(\omega t-\Delta l\,\phi)\simeq-\cos\omega t+\Delta l\,\delta\sin\omega t$. The added integral is
\begin{equation}
\Delta l\,\frac{3L}{a}\int_0^\infty t^{1/3}\sin\omega t\,dt
=\Delta l\,\frac{3L}{a}\,\Gamma(4/3)\,\frac{\sqrt3}{2}\,\omega^{-4/3}.
\end{equation}
Relative to the leading integral $a\Gamma(5/3)(\sqrt3/2)\omega^{-5/3}$ this is $\Delta l\,L\omega^{1/3}$ times $3\Gamma(4/3)/[a^2\Gamma(5/3)]=\tfrac32a^{-2}\,\Gamma(1/3)/\Gamma(2/3)$. Because $\tfrac32a^{-2}=6^{-1/3}$, the factor is $A$, in agreement with (\ref{Lcorr}).

This route also gives the effect of the energy. Insert $r=at^{2/3}(1+c\bar Et^{2/3})$ in $\dot r^2=2\bar E+2/r$. The terms independent of $t$ and linear in $\bar E$ give
\begin{equation}
\frac{16}{9}a^2c=2-\frac{2c}{a}.
\end{equation}
As $a^3=9/2$, $2/a=4a^2/9$, so $\tfrac{20}{9}a^2c=2$ and $c=9/(10a^2)$. The added $t^{4/3}$ has the Fourier factor $\cos(7\pi/6)=\cos(5\pi/6)$, so the relative correction is $c\bar E\omega^{-2/3}\,\Gamma(7/3)/\Gamma(5/3)$. Together, to first order,
\begin{equation}
\frac{R}{R_0}\simeq1+\Delta l\,AL\omega^{1/3}+B\bar E\omega^{-2/3},\quad
B=\frac{9}{10}\left(\frac29\right)^{2/3}\frac{\Gamma(7/3)}{\Gamma(5/3)}=0.4355 .
\label{first}
\end{equation}

\section{Photoionization}

An interval $dE'$ below threshold contains $dn'=n'^3dE'$ levels, since $E'=-1/(2n'^2)$. A state normalized per unit energy is therefore $n'^{3/2}$ times the bound one. At the radii that matter this function passes smoothly through threshold, and
\begin{equation}
|R|\simeq C\,\omega^{-5/3}n^{-3/2}.
\end{equation}

For a weak linearly polarized field $F\cos\omega t$ the resonant half of the cosine has amplitude $F/2$. The golden rule gives $w=2\pi(F/2)^2|z|^2$, with $|z|^2$ summed over final channels and averaged over $m$. The angular factor for $l\to l+1$ is $[(l+1)^2-m^2]/[(2l+1)(2l+3)]$. With $\sum_m m^2=l(l+1)(2l+1)/3$, its sum over $m$ is $(l+1)/3$. The sum for $l\to l-1$ follows by exchanging the states and is $l/3$. Hence
\begin{equation}
|z|^2=\frac13\,\frac{(l+1)R_+^2+l\,R_-^2}{2l+1}.
\label{strength}
\end{equation}
To leading order $R_+=R_-$, the weights add up to one, and
\begin{equation}
w=\frac{\pi F^2}{6}\,\frac{C^2}{n^3\omega^{10/3}} .
\end{equation}
The absorbed power $w\omega$ divided by the intensity $cF^2/(8\pi)$, with $c=1/\alpha$, is the cross section
\begin{equation}
\sigma=\frac{4\pi^2\alpha}{3}\,\frac{C^2}{n^3\omega^{7/3}} .
\end{equation}

The first correction to the strength (\ref{strength}) contains $2A\omega^{1/3}[(l+1)^2-l^2]/(2l+1)=2A\omega^{1/3}$. Both $w$ and $\sigma$ are thus multiplied by $1+2A\omega^{1/3}+2B\bar E\omega^{-2/3}$, which does not depend on $l$ at this order.

\section{Numbers for hydrogen}

The reference values use exact nonrelativistic wave functions for a fixed point nucleus. They leave out relativistic effects and nuclear motion.

\subsection{A bound pair}

For $n=20$ and $n'=40$, $\omega=1/800-1/3200=9.375\times10^{-4}$ and $\bar E=-7.81\times10^{-4}$. The leading element is
\begin{equation}
R_0=\frac{0.41085\,(9.375\times10^{-4})^{-5/3}}{800^{3/2}}=2.02\,a_0 .
\end{equation}
For $20s\to40p$ the corrections in (\ref{first}) are $+0.107$ and $-0.036$, giving the ratio 1.071; the exact ratio is also 1.071. For $20p\to40s$ the first changes sign, giving 0.858 against the exact 0.859.

\subsection{Ionization from $n=30$}

Take $\omega=10^{-3}$, or 0.0272 eV, nearly twice the threshold value $5.56\times10^{-4}$. The radius scale is $\omega^{-2/3}=100\,a_0$, far inside the outer turning point at $1800\,a_0$. Here $\omega n^3=27$ and $\omega^{1/3}=0.1$. The leading element is $0.41085\times10^5/30^{3/2}=250$. The exact ratios to it are:
\begin{center}
\begin{tabular}{lcc}
Channel & exact$/R_0$ & first order\\
$s\to p$ & 1.106 & 1.106\\
$p\to d$ & 1.211 & 1.215\\
$p\to s$ & 0.889 & 0.889\\
$d\to f$ & 1.309 & 1.324\\
$d\to p$ & 0.784 & 0.780
\end{tabular}
\end{center}
The largest gap is at $L=3$. There the term $-L^3\omega/2=-0.0135$ of (\ref{Lcorr}) lowers 1.324 to 1.311 and removes most of it.

For $F=10^{-8}$ the leading rate is
\begin{equation}
w=\frac\pi6\times10^{-16}\times6.25\times10^4=3.27\times10^{-12}\ \text{a.u.}=1.35\times10^5\ \text{s}^{-1},
\end{equation}
and the leading cross section is $6.00\,a_0^2=1.68\times10^{-16}$ cm$^2$. The common first-order factor is 1.213. The exact factors are 1.223, 1.241 and 1.273 for $l=0,1,2$. The spread is of higher order: squaring the first-order amplitudes for $l=2$ gives $\tfrac35(1.324)^2+\tfrac25(0.780)^2=1.295$, already above 1.213. With the exact factor the $30s$ cross section is $7.34\,a_0^2$, so the bare power law is about 18\% below the exact value.

\subsection{The exponent}

Between $\omega=0.001$ and $0.002$ the squared $30s$ element has the mean logarithmic slope $-3.227$, not $-3.333$. Since $2\bar E=\omega-n^{-2}$, the first-order factor adds to the slope
\begin{equation}
\frac{2A+B}{3}\,\omega^{1/3}+\frac{2B}{3}\,n^{-2}\omega^{-2/3}.
\end{equation}
At the geometric mean frequency this is 0.12, against the observed 0.107. For $60s$ between 0.0002 and 0.0004 it is 0.076, and the slope is $-3.263$, a difference of 0.070. For the total strength of states with low $l$, a slope slightly shallower than $-10/3$ is therefore expected at such frequencies. A single channel $l\to l-1$ behaves differently: its $L$ correction has the opposite sign and makes the slope steeper.

The $n^{-3}$ law predicts a strength ratio of 8 between $30s$ and $60s$ at $\omega=0.001$; the exact ratio is 7.75. The deeper level has the lower $\bar E$, and the $B$ term reduces the ratio by about 4\%, close to the 3\% found.

\section{What each derivation assumes}

Both derivations start from (\ref{fourier}). They share the quasiclassical wave functions, the neglect of the rapidly oscillating phase sum and the expansion about mean energy and angular momentum. Their agreement cannot test these steps; the exact hydrogen elements do.

The parabola assumes zero mean energy but does not need $\omega L^3$ small, provided $L\ll n$ and, for large $\xi$, $\xi|\bar E|L^2\ll1$ and $\xi(\omega L^2)^2\ll1$. It resolves the turn around the nucleus, and so shows where the low-$l$ law ends. It says nothing about the effect of $\bar E$. On a true Kepler ellipse with $L/n=0.03$ and $\xi=0.18$, direct Fourier components agree with (\ref{bessel}) within 0.1\% for both signs of $\Delta l$.

Radial fall assumes $\omega L^3\to0$ from the start and replaces the turn by a sudden reversal. It cannot describe the exponential cutoff, but it admits a nonzero energy and so measures the departure from a parabola. Harmonic 200 of a radial Kepler orbit lies 0.6\% below the leading law, and this deficit reproduces $B=0.4355$. The two limits overlap where $L\omega^{1/3}$ and $|\bar E|\omega^{-2/3}$ are both small, which is the domain of (\ref{main}). The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
C closed form = 0.41085, by quadrature = 0.41085
A = 1.0887, B = 0.4355, B from Kepler orbit = 0.4355
Kepler radial orbit, harmonic 200: exact/leading = 0.9936
Kepler ellipse: harmonic 20000, L/n = 0.03, xi = 0.180
  dl=+1: orbit/Bessel formula = 1.0002
  dl=-1: orbit/Bessel formula = 0.9993
Bound-bound n=20 -> n'=40: omega = 9.3750e-04 a.u.
  mean energy = -7.8125e-04 a.u.
  leading |R| = 2.0219 a0
  l=0->1: exact |R| = 2.1661 a0, exact/leading = 1.0713, first order = 1.0710
  l=1->0: exact |R| = 1.7371 a0, exact/leading = 0.8591, first order = 0.8579
Ionization n=30: omega = 1.0000e-03 a.u. = 0.02721 eV
  threshold omega = 5.5556e-04 a.u.
  final energy = 4.4444e-04 a.u., mean = -5.5556e-05 a.u.
  omega^(1/3) = 0.1000, omega*n^3 = 27.0
  radius scale omega^(-2/3) = 100.0 a0, outer turning point 2n^2 = 1800 a0
  leading |R| per sqrt(energy) = 250.035 a.u.
  l=0->1: exact |R| = 276.512 a.u., exact/leading = 1.1059, first order = 1.1065
  l=1->2: exact |R| = 302.776 a.u., exact/leading = 1.2109, first order = 1.2153
  l=1->0: exact |R| = 222.350 a.u., exact/leading = 0.8893, first order = 0.8887
  l=2->3: exact |R| = 327.252 a.u., exact/leading = 1.3088, first order = 1.3242
  l=2->1: exact |R| = 195.929 a.u., exact/leading = 0.7836, first order = 0.7798
  leading strength C^2 w^(-10/3)/n^3 = 62517.73 a.u.
  common first-order strength factor = 1.2129
  field amplitude F = 1.0e-08 a.u.
  leading rate = 3.2734e-12 a.u. = 1.3533e+05 1/s
  leading cross section = 6.0035 a0^2 = 1.6812e-16 cm^2
  l=0: exact/leading strength = 1.2230, rate = 1.6551e+05 1/s, sigma = 7.3423 a0^2
  l=1: exact/leading strength = 1.2412, rate = 1.6796e+05 1/s, sigma = 7.4514 a0^2
  l=2: exact/leading strength = 1.2734, rate = 1.7233e+05 1/s, sigma = 7.6450 a0^2
Slope of squared element, 30s, omega 0.001-0.002: -3.2266
Slope of squared element, 60s, omega 0.0002-0.0004: -3.2629
Law: -3.3333; cross-section slope: -2.3333
Strength ratio 30s/60s at omega 0.001 = 7.750 (law: 8)
Golden-rule factor: computed 1.5714, pi/2 = 1.5708
\end{verbatim}
